# Counting Goldstone modes of ordered magnets in linear spin-wave theory

**Setting.** Spins $\mathbf S_i$ of length $S_i$ occupy a lattice with $n$ sites per magnetic cell; $\hbar=1$, $T=0$. The energy $E$ has finite range, is linear in each spin, and is invariant under an internal group with charges $Q_a$ (per cell). Because each term involves distinct sites, $E$ is also $\langle H\rangle$ in a product of spin coherent states. The ordered state is stationary. A generator is broken if it moves the state; $n_{BG}$ counts the independent broken ones, and $\rho_{ab}=-i\langle[Q_a,Q_b]\rangle$. Numbers come from the numerical output after the text.

**(a) Write the harmonic equations of motion as an eigenvalue problem and find how many frequencies are positive.**

Take a frame with $\mathbf e_1\times\mathbf e_2=\mathbf n_i$ and set
$$\mathbf S_i=\sqrt{S_i}\,(x_i\mathbf e_1+p_i\mathbf e_2)+\Big(S_i-\tfrac{x_i^2+p_i^2}{2}\Big)\mathbf n_i+O(3).$$
With $[A,B]=i\{A,B\}$, the bracket $\{S^1,S^2\}=S^3\approx S_i$ gives $\{x_i,p_i\}=1$. Collect the coordinates in $y$ and let $\Omega$ be block diagonal with blocks $\begin{pmatrix}0&1\\-1&0\end{pmatrix}$, so $\{F,G\}=\nabla F^T\Omega\nabla G$, $\Omega^T=-\Omega$, $\Omega^2=-1$. To second order $E=E_0+\frac12y^TMy$ with
$$M_{i\alpha,j\beta}=\sqrt{S_iS_j}\,\mathbf e_{i\alpha}\cdot\frac{\partial^2E}{\partial\mathbf S_i\partial\mathbf S_j}\cdot\mathbf e_{j\beta}-\delta_{ij}\delta_{\alpha\beta}\,\mathbf n_i\cdot\mathbf g_i,\qquad \mathbf g_i=\frac{\partial E}{\partial\mathbf S_i},$$
the second term coming from the shortened longitudinal component. Then $\dot y=\{y,E\}=\Omega My$. For $y\propto e^{i(\mathbf k\cdot\mathbf R-\omega t)}$ this is $-i\omega y=\Omega M(\mathbf k)y$, with $M(\mathbf k)=\sum_{\mathbf R}M_{0,\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ Hermitian and $M(-\mathbf k)=M(\mathbf k)^*$. Define $\Sigma=i\Omega$, which is Hermitian with $\Sigma^2=1$ and $n$ eigenvalues of each sign. Multiplying by $i$ and then by $\Sigma$ gives
$$\omega y=\Sigma My\quad\Longleftrightarrow\quad M(\mathbf k)\,y=\omega\Sigma y .$$
If $M(\mathbf k)>0$, write $M=CC^\dagger$. Then $\Sigma M$ is similar to $C^\dagger\Sigma C$, which is Hermitian and congruent to $\Sigma$; by Sylvester's law of inertia there are $n$ positive and $n$ negative real frequencies. Complex conjugation with $\Sigma^*=-\Sigma$ maps $(\omega,\mathbf k)$ to $(-\omega,-\mathbf k)$, so the negative ones repeat the magnons at $-\mathbf k$.

**(b) Find the uniform zero modes and relate them to $\rho$.**

The motion generated by $Q_a$ is $\xi_a=\{y,Q_a\}=\Omega\nabla Q_a$ at $y=0$; for spin rotations $\{S^b,Q_a\}=\epsilon_{bac}S^c$, so $\delta\mathbf S_i=\mathbf e_a\times\mathbf S_i$. Invariance means $\nabla E^T\Omega\nabla Q_a=0$ at every $y$. Differentiating at $y=0$, where $\nabla E=0$, leaves $M_0\xi_a=0$ with $M_0=M(0)$. Next, using $\Omega^T\Omega=1$,
$$\xi_a^T\Omega\xi_b=\nabla Q_a^T\Omega^T\Omega\,\Omega\nabla Q_b=\{Q_a,Q_b\}=\rho_{ab}.$$
The last step holds because $[Q_a,Q_b]$ is linear in the charges and $\langle\mathbf S_i\rangle=S_i\mathbf n_i$ in the coherent state. Unbroken generators have $\xi_a=0$, so their rows of $\rho$ vanish, and the $\xi_a$ span $n_{BG}$ dimensions. Two zero modes with $\rho_{ab}\ne0$ are a coordinate and its conjugate momentum.

**(c) Assume (i) $M(\mathbf k)\ge0$, with $M(\mathbf k)>0$ for small $\mathbf k\neq0$, and (ii) $\mathcal K=\ker M_0$ is spanned by the $\xi_a$. Count the gapless branches.**

The number of frequencies tending to zero is the algebraic multiplicity of zero in $\Lambda=\Omega M_0$, by continuity of the roots in $\mathbf k$. Since $\Omega$ is invertible, $\ker\Lambda=\mathcal K$, of dimension $n_{BG}$.

Let $\mathcal A\subset\mathcal K$ be the radical, the vectors $\xi$ with $\eta^T\Omega\xi=0$ for all $\eta\in\mathcal K$. By (b) its dimension is $n_A\equiv n_{BG}-\operatorname{rank}\rho$. For $\xi\in\mathcal K$, $\Lambda y=\xi$ reads $M_0y=-\Omega\xi$. The range of the symmetric $M_0$ is $\mathcal K^\perp$, so a solution exists if and only if $\xi\in\mathcal A$. Hence $\dim\ker\Lambda^2=n_{BG}+n_A$.

A longer chain would have $\Lambda z=y$, $\Lambda y=\xi\neq0$, $\xi\in\mathcal K$. The first equation, $M_0z=-\Omega y$, requires $\xi^T\Omega y=0$. The second gives $y^TM_0y=-y^T\Omega\xi=\xi^T\Omega y=0$. With $M_0\ge0$ this forces $M_0y=0$, so $\xi=0$, a contradiction.

The multiplicity is therefore $n_{BG}+n_A=2n_A+\operatorname{rank}\rho\equiv2g$; the rank of an antisymmetric matrix is even. The other eigenvalues at $\mathbf k=0$ come in $\pm$ pairs by (a), so $n-g$ positive frequencies stay finite. Of the $n$ positive frequencies, $g$ go to zero:
$$g=n_A+n_B=n_{BG}-\tfrac12\operatorname{rank}\rho,\qquad n_B=\tfrac12\operatorname{rank}\rho .$$
This is the Watanabe–Murayama rule at harmonic order. A type-B mode uses two generators as its canonical pair. A type-A mode takes its momentum from the partner $y\notin\mathcal K$, which costs energy.

**(d) Derive the dispersion at small $k$ along a fixed direction.**

Finite range allows $M=M_0+kM_1+k^2M_2+\dots$, with $M_1$ imaginary and $M_2$ real. Let the columns of $X$ be a real basis of $\mathcal K$. For complex $\xi\in\mathcal K$, $\xi^\dagger M\xi=k\,\xi^\dagger M_1\xi+O(k^2)$ must be non-negative for both signs of $k$, so $X^TM_1X=0$.

Write $y=X\pi+z$ with $z\in\mathcal K^\perp$, and let $G$ be the pseudo-inverse of $M_0$. The $\mathcal K^\perp$ part of $(M-\omega\Sigma)y=0$ gives $z=-G(kM_1-\omega\Sigma)X\pi$ at first order in $(k,\omega)$. Inserting this in the $\mathcal K$ part,
$$X^T\big[k^2M_2-\omega\Sigma-(kM_1-\omega\Sigma)G(kM_1-\omega\Sigma)\big]X\pi=0 .$$
Expanding the product, with $X^T\Sigma X=i\rho$, gives up to third-order terms
$$\big[k^2\Gamma-i\omega\rho+\omega kN-\omega^2\chi\big]\pi=0,$$
$$\Gamma=X^T(M_2-M_1GM_1)X,\quad N=X^T(M_1G\Sigma+\Sigma GM_1)X,\quad\chi=X^T\Sigma G\Sigma X .$$
$\Gamma$ is the real symmetric stiffness of a twist after $z$ has relaxed; stability gives $\Gamma\ge0$, and (iii) $\Gamma>0$ is now assumed. Split $\mathcal K=\mathcal A\oplus\mathcal B$, so that $\rho_{AA}=\rho_{AB}=0$ and $\rho_{BB}$ is invertible. For $\xi\in\mathcal A$ the vector $\Sigma\xi$ is nonzero and lies in $\mathcal K^\perp$, where $G>0$, so $\chi_{AA}>0$. Since $\Sigma\xi_a=-i\nabla Q_a$, one has $\chi_{aa}=\nabla Q_a^TG\nabla Q_a$. Minimizing $\frac12y^TM_0y-h\nabla Q_a^Ty$ gives $y=hG\nabla Q_a$ and $\delta Q_a=h\chi_{aa}$: on $\mathcal A$, $\chi$ is the static susceptibility.

*Scaling $\omega=vk$.* The $BB$ block is $-i\omega\rho_{BB}$, of order $k$, and the $AB$ block is of order $k^2$. Eliminating $B$ changes the $AA$ block by $O(k^4/k)$, which is negligible, so
$$\det(\Gamma_{AA}+vN_{AA}-v^2\chi_{AA})=0 .$$
The matrix is Hermitian for real $v$, positive at $v=0$ and negative as $v\to\pm\infty$. Each of its $n_A$ ordered eigenvalues crosses zero on each side, and the determinant has degree $2n_A$, so there are $n_A$ positive and $n_A$ negative roots. For one mode $v=[N+\sqrt{N^2+4\chi\Gamma}]/2\chi$; reversing the direction flips $N$, so a linear mode can be nonreciprocal, and $v=\sqrt{\Gamma/\chi}$ for $N=0$.

*Scaling $\omega=Dk^2$.* The $N$ and $\chi$ terms are of order $k^3$ and $k^4$, leaving $\det(\Gamma-iD\rho)=0$. All blocks are now of the same order, and eliminating $A$ gives
$$\det(\tilde\Gamma-iD\rho_{BB})=0,\qquad\tilde\Gamma=\Gamma_{BB}-\Gamma_{BA}\Gamma_{AA}^{-1}\Gamma_{AB}>0 .$$
The roots are the eigenvalues of $(i\rho_{BB})^{-1}\tilde\Gamma$. The congruence argument of (a) gives them the signature of $i\rho_{BB}$, whose eigenvalues come in $\pm$ pairs: $n_B$ are positive. For one pair with $\rho_{12}=m$ the determinant is $\tilde\Gamma_{11}\tilde\Gamma_{22}-\tilde\Gamma_{12}^2-D^2m^2$, so $D=\sqrt{\det\tilde\Gamma}/|m|$.

The two scalings supply $2n_A+2n_B=2g$ roots, all of those found in (c). The powers rest on (iii) and on the expansion in $k$: a vanishing stiffness or long-range couplings remove the argument. The dimensions of $\ker\Lambda^{1,2,3}$, the exponents, and $v$ and $D$ (to $10^{-3}$ relative to these formulas) were tested against the full spectrum for every stable model below and for a random matrix system with $n_A=n_B=2$.

**(e) What survives beyond the harmonic approximation?**

Assume that the true ground state has the same broken generators, and that the gapless fields $\pi^a$ have a local effective Lagrangian $L=c_a(\pi)\dot\pi^a+\dots$, the omitted terms having two or more derivatives. Let $Q_a$ act as $\delta\pi^b=h_a^b(\pi)$, $h_a^b(0)=\delta_a^b$. Invariance up to a total derivative $\dot\phi_a$ means $h_a^b\partial_bc_c+c_b\partial_ch_a^b=\partial_c\phi_a$. The Noether density is $j_a=h_a^bc_b-\phi_a+O(\dot\pi)$, and subtracting gives $\partial_cj_a=h_a^b(\partial_cc_b-\partial_bc_c)$. At the origin, the change of $j_b$ under $Q_a$ is thus $\partial_ac_b-\partial_bc_a$. In the quantum theory the same change is $-i\langle[j_b,Q_a]\rangle=-\rho_{ab}$. Up to a total derivative, then, $c_a\dot\pi^a=\frac12\rho_{ab}\dot\pi^a\pi^b$ at quadratic order, with the true $\rho$. Its Euler–Lagrange term $\rho\dot\pi\to-i\omega\rho\pi$ is the one in (d), and the root counting of (d) applies if the renormalized $\Gamma$ and $\chi_{AA}$ are positive. This extension is conditional on the stated assumptions. The one quantum test made here is the spin-½ ferromagnet on a $3\times3$ torus, whose one-magnon levels match the harmonic ones to rounding error, $1.3\times10^{-15}J$. That agreement comes from the full polarization, and it holds equally for a Heisenberg antiferromagnet above its saturation field: the polarized state is an exact eigenstate, $H$ conserves the number of flipped spins, and a single flip has no other magnon to interact with, so the harmonic Hamiltonian is exact in that sector. The test checks the normalization of $M$; it does not test the extension to states with zero-point fluctuations.

**(f) Apply the rule to collinear states and to an antiferromagnet canted by a field, on the square lattice.**

For SU(2), $\rho_{ab}=\epsilon_{abc}m_c$ with $\mathbf m$ the moment per cell: rank 2 if $\mathbf m\ne0$ (null vector $\mathbf m$), rank 0 otherwise. A collinear state keeps the rotation about its axis, so $n_{BG}=2$, and $(n_A,n_B)=(0,1)$ for $\mathbf m\ne0$, $(2,0)$ for $\mathbf m=0$. Let $\gamma=\frac12(\cos k_x+\cos k_y)\approx1-k^2/4$, with lattice constant $a=1$.

*Ferromagnet*, bonds $-J\mathbf S\cdot\mathbf S'$. All frames coincide, $M=4JS(1-\gamma)\mathbb 1$, so $\omega=4JS(1-\gamma)$ and $D=JS$.

*Ferrimagnet*, spins $S_1$ up and $S_2$ down, bonds $+J$. With the down frame $(\hat x,-\hat y,-\hat z)$ and $a,b=(x+ip)/\sqrt2$, a bond gives $J\sqrt{S_1S_2}(xx'-pp')=J\sqrt{S_1S_2}(ab+a^\dagger b^\dagger)$ plus $JS_2a^\dagger a+JS_1b^\dagger b$. With $A_1=4JS_2$, $A_2=4JS_1$, $B=4J\sqrt{S_1S_2}\gamma$, the equations $i\dot a=A_1a+Bb^\dagger$, $i\dot b^\dagger=-A_2b^\dagger-Ba$ give $\omega^2-(A_1-A_2)\omega-A_1A_2+B^2=0$. The positive root and minus the negative root are, with $m=S_1-S_2$ and $(S_1+S_2)^2=m^2+4S_1S_2$,
$$\omega_\mp=2J\Big[\sqrt{m^2+4S_1S_2(1-\gamma^2)}\mp m\Big].$$
Using $1-\gamma^2\approx k^2/2$, the root is $m+S_1S_2k^2/m$, so $D=2JS_1S_2/m$ and the gap is $4Jm$. For $S_1=1.5$, $S_2=0.5$ these are $1.5\,Ja^2$ and $4J$. The quadratic law needs $k^2\ll m^2/2S_1S_2$.

*Antiferromagnet.* As $m\to0$ that window closes, the gap vanishes, and both branches become $4JS\sqrt{1-\gamma^2}$, with $v=2\sqrt2JS=2.8284\,Ja$ for $S=1$.

*Nonreciprocal case.* Add $K\sum_r\mathbf S_r\cdot(\mathbf S_{r+x}\times\mathbf S_{r+2x})$ to the Néel state $\eta_rS\hat z$. At quadratic order one spin is longitudinal. A nearest-neighbour pair gets $\mathbf S_r+\mathbf S_{r+3x}=0$ from its two triples. The pair $(r,r+2x)$ gets $K\eta_rS\,\hat z\cdot(\delta_r\times\delta_{r+2x})$. On up sites $\delta^x+i\delta^y=\sqrt{2S}a$ and this is $2KS^2\operatorname{Im}(a_r^\dagger a_{r+2x})$; on down sites $\delta^x+i\delta^y=\sqrt{2S}b^\dagger$ reverses the sign and $\eta_r$ restores it. Both magnons gain $\varepsilon_k=2KS^2\sin2k_x$. Because $a_k$ pairs with $b_{-k}$, $A_1-A_2=2\varepsilon_k$ and $\omega=4JS\sqrt{1-\gamma^2}+\varepsilon_k$. For $K=0.2J$, $v=2.8284\pm0.8$ gives $3.6284\,Ja$ along $+x$ and $2.0284\,Ja$ along $-x$; the count is still $(2,0)$.

*Field-canted state.* The term $-h\sum S^z$ leaves U(1), so $\rho$ is the $1\times1$ zero although $m\neq0$, and the count is $(1,0)$. With $\mathbf n=(\eta\cos\theta,0,\sin\theta)$ the energy per site is $-2JS^2\cos2\theta-hS\sin\theta$, stationary at $\sin\theta=h/8JS$. Take $\mathbf e_1=(-\eta\sin\theta,0,\cos\theta)$, $\mathbf e_2=-\eta\hat y$. Neighbours have $\mathbf e_1\cdot\mathbf e_1'=\cos2\theta$, $\mathbf e_2\cdot\mathbf e_2'=-1$, no cross terms, and $-\mathbf n\cdot\mathbf g=4JS\cos2\theta+h\sin\theta=4JS$. From $\dot x=M_{pp}p$, $\dot p=-M_{xx}x$,
$$\omega=\sqrt{M_{xx}M_{pp}}=4JS\sqrt{(1+\gamma\cos2\theta)(1-\gamma)} .$$
The two-site cell folds $\gamma$ and $-\gamma$ together. At $\gamma\to1$, $v=2\sqrt2JS\cos\theta$; at $\gamma=-1$, $\omega=8JS\sin\theta=h$. For $h=2J$: $\theta=14.478^\circ$, $v=2.7386\,Ja$, gap $2J$.

**(g) Apply the rule to noncollinear SU(2)-symmetric states, and show what happens when (i) or (ii) fails.**

No rotation fixes two non-collinear spins, so $n_{BG}=3$, giving $(3,0)$ for $\mathbf m=0$ and $(1,1)$ for $\mathbf m\ne0$, the A mode being the rotation about $\mathbf m$. Coplanarity does not enter. Below $S=1$ on the triangular lattice.

*120° state.* With $\mathbf e_1$ normal to the spin plane, $\mathbf e_1\cdot\mathbf e_1'=1$, $\mathbf e_2\cdot\mathbf e_2'=-\frac12$, $-\mathbf n\cdot\mathbf g=3JS$, so $\omega=3JS\sqrt{(1+2\gamma)(1-\gamma)}$ with $\gamma=\frac13\sum_{\mathbf d}\cos\mathbf k\cdot\mathbf d$. Choose the three $\mathbf d$ to sum to zero; then $\sum(\mathbf q\cdot\mathbf d)^2=\frac32q^2$. Near $0$, $1-\gamma=q^2/4$ and $v=\frac{3\sqrt3}{2}JS=2.5981\,Ja$. Near $\pm(4\pi/3,0)$ all three phases equal $\pm4\pi/3$ modulo $2\pi$, the linear term $\propto\sum\mathbf q\cdot\mathbf d$ cancels, $\gamma=-\frac12+q^2/8$, and $v=3JS\sqrt{3/8}=1.8371\,Ja$, twice.

*Tetrahedral state.* Four sublattices point to the corners of a tetrahedron, with $J_2=0.3J$ and $-K\mathbf S_1\cdot(\mathbf S_2\times\mathbf S_3)$ on every triangle (counterclockwise), $K=0.2J$. Stability was tested on a grid over the zone. The spectrum has three linear modes, $v=3.0179,\,3.1480,\,3.1480\,Ja$ along $x$, and a gap $1.8475J$.

*Umbrella ferrimagnet.* Three B sublattices form a cone of polar angle $\theta$, an A spin along $-\hat z$ couples with $J_{AB}=J$ to each up triangle, and the chirality term, $K=0.5J$, acts on up triangles. With $c=\cos\theta$ the energy per triangle is $\frac92Jc^2-3J_{AB}c-\frac{3\sqrt3}{2}K(1-c^2)c$ plus a constant, stationary at $c=0.4062$. Then $|m|=3-3c=1.7813$, and the output shows $(1,1)$ with $v=2.0118\,Ja$, $D=0.8236\,Ja^2$. The lowest gap, $1.2187J$, equals $3J_{AB}c$: at $\mathbf k=0$ each B spin feels the sum of the three A spins, so A deviations of zero sum precess freely in the local field $3J_{AB}c$.

*Failure of (ii).* At $K=0$ the tetrahedral cell energy is $\propto|\sum\mathbf S|^2$, since $J$ and $J_2$ couple all sublattice pairs equally. Then $\mathcal K=\{\eta:\eta^T\nabla Q_a=0\}$ has dimension $8-3=5$. Since $\eta^T\Omega\xi_a=-\eta^T\nabla Q_a$, $\mathcal K$ is the $\Omega$-complement of the three $\xi_a$, which lie in it because $\mathbf m=0$; its radical is their span, so $\Omega$ has rank 2 on $\mathcal K$. Parts (c) and (d) hold for this $\mathcal K$ and give $(3,1)$: the output shows a fourth gapless mode, $D=0.9487\,Ja^2$, which the symmetry count does not contain. Its fate beyond harmonic order is not computed here.

*Failure of (i).* For Heisenberg bonds, $(\mathbf e_a\times\mathbf S_i)\cdot(\mathbf e_b\times\mathbf S_j)=\delta_{ab}\mathbf S_i\cdot\mathbf S_j-S_j^aS_i^b$. A bond $\mathbf d$ adds this times $J_{ij}e^{i\mathbf k\cdot\mathbf d}$, and its $i\leftrightarrow j$ image times $J_{ij}e^{-i\mathbf k\cdot\mathbf d}$, to $\xi_a^TM\xi_b$. For direction $\mathbf u$ the orders $k$ and $k^2$ are
$$\xi_a^TM_1\xi_b=i\epsilon_{abc}\sum J_{ij}(\mathbf u\cdot\mathbf d)(\mathbf S_i\times\mathbf S_j)_c,$$
$$\xi_a^TM_2\xi_b=-\sum J_{ij}(\mathbf u\cdot\mathbf d)^2\Big[\delta_{ab}\mathbf S_i\cdot\mathbf S_j-\tfrac12(S_i^aS_j^b+S_i^bS_j^a)\Big].$$
The first is a static spin current. For the 120° state with $J_x=1.2J$ its size is $3\cdot\frac{\sqrt3}{2}(1.2-\frac12-\frac12)=0.5196\,Ja$, and $M$ has the eigenvalue $-0.0152J$ at $ka=0.05$: the state is unstable and the rule does not apply.

**(h) A canted ferrimagnet on the Lieb lattice has A at $(0,0)$, B1 at $(\frac12,0)$, B2 at $(0,\frac12)$, with $S_A=\frac52$, $S_{B1}=\frac32$, $S_{B2}=1$, nearest couplings $J_{AB1}=J_{AB2}=J_{B1B2}=J$ and $J_{AA}=-J/2$. Find $v$ and $D$.**

A cell has two A–B1, two A–B2 and four B1–B2 bonds, so the uniform energy is $\frac J2|\mathbf L|^2$ plus a constant, $\mathbf L=\mathbf A+2\mathbf B_1+2\mathbf B_2$. This is four times a square per triangle A–B1–B2, and the A–A bonds favour uniform A, so $\mathbf L=0$ minimizes each term. With $\mathbf A=2.5\hat z$, $\mathbf B_1+\mathbf B_2=-1.25\hat z$; the cosine rule gives $\mathbf B_1=(0.9922,0,-1.1250)$ and $\mathbf B_2=(-0.9922,0,-0.1250)$, at $138.6^\circ$ and $97.2^\circ$ from $+z$. The moment is $\mathbf m=\frac12(\mathbf A+\mathbf L)$, so $\rho_{xy}=1.25$ and the count is $(1,1)$.

In a field $h\hat z$ the energy $\frac J2L^2-\frac h2(A_z+L_z)$ is least for $L_z=h/2J$, so $\chi_{zz}=0.25/J$.

Using true positions in the Bloch phases is a unitary change that commutes with $\Sigma$. Every site is then an inversion centre that preserves the sublattices, so $M_1=0$, $N=0$, and $\Gamma$ is the bond sum of (g). For $\mathbf k\parallel x$ the weights $\sum J_{ij}d_x^2$ are $-\frac12$ (A–A), $2\cdot\frac14=\frac12$ (A–B1), $0$ (A–B2), $4\cdot\frac14=1$ (B1–B2). With $\mathbf A\cdot\mathbf B_1=-2.8125$, $\mathbf B_1\cdot\mathbf B_2=-0.84375$, $B_1^xB_2^x=-0.98438$, in units of $Ja^2$:
$$\Gamma_{yy}=3.125+1.40625+0.84375=5.375,$$
$$\Gamma_{xx}=3.125+1.40625-(-0.84375+0.98438)=4.3906,$$
$$\Gamma_{zz}=-B_1^xB_2^x=0.98438,$$
$$\Gamma_{xz}=\tfrac12\cdot\tfrac12(2.5)(0.9922)+\tfrac12(0.9922)(1.125-0.125)=1.1162 .$$
No spin has a $y$ component, so $\Gamma_{xy}=\Gamma_{yz}=0$. Then $\tilde\Gamma_{xx}=4.3906-1.1162^2/0.98438=3.125$ and
$$v=\sqrt{0.98438/0.25}=1.9843\,Ja,\qquad D_x=\sqrt{5.375\times3.125}/1.25=3.2787\,Ja^2 .$$

That $\tilde\Gamma_{xx}$ equals the A–A part $\frac12S_A^2=3.125$ has a reason. Acting on the axis $\mathbf B_1$, the two other bond terms give $-\frac12[(\mathbf B_1\cdot\mathbf W)\mathbf B_1-B_1^2\mathbf W]$ with $\mathbf W=\frac12\mathbf A+\mathbf B_2=-\mathbf B_1$, which vanishes. Their $xz$ block thus has zero determinant and drops out of $\tilde\Gamma_{xx}$. Dropping $\Gamma_{xz}$ would give $3.8864\,Ja^2$, 18.5 % above $D_x$.

For $\mathbf k\parallel y$, B2 replaces B1 in the weight $\frac12$: $\Gamma_{yy}=4.125$, $\Gamma_{xx}=3.1406$, $\Gamma_{xz}=-0.1240$, and $\Gamma_{zz}$, $v$, $\tilde\Gamma_{xx}$ are unchanged. So $D_y=\sqrt{4.125\times3.125}/1.25=2.8723\,Ja^2$. The two contributions to $\Gamma_{xz}$ now have opposite signs, because $B_2^x=-B_1^x$, and neglecting it raises $D_y$ by 0.2 %.

At $ka=0.1$ along $x$ the full harmonic bands are $0.0323$, $0.1992$ and $2.5289\,J$, against $Dk^2=0.0328J$, $vk=0.1984J$ and a zone-centre gap of $2.5J$. The quadratic band lies about 1.6 % below $Dk^2$ and the linear band about 0.4 % above $vk$. For the round values $J=5$ meV and $a=4$ Å, $v=6.03$ km/s, $D_x=262$ meV Å$^2$, $D_y=230$ meV Å$^2$, and the gap is $12.5$ meV. These are harmonic values, without $1/S$ corrections to the angles, $\Gamma$, $\chi$ or $m$.

## Numbers as computed

```
units: energy J, length a, v in J a, D in J a^2; S=1, J=1 unless stated; k along +x
ferri S1=1.5 S2=0.5; field h=2.0 J, canting=14.478 deg; row K=0.2 J
tetra J2=0.3 J, K=0.2 J; umbrella J_AB=1 J, K=0.5 J, cos(theta)=0.4062
ferro: |m|=1.0000 nBG=2 rank=2 dimK=2 rankK=2 nA,nB=(0, 1)
   v=[] D=[1.0000] lowest gap=[]
antiferro: |m|=0.0000 nBG=2 rank=0 dimK=2 rankK=0 nA,nB=(2, 0)
   v=[2.8284 2.8284] D=[] lowest gap=[]
ferri: |m|=1.0000 nBG=2 rank=2 dimK=2 rankK=2 nA,nB=(0, 1)
   v=[] D=[1.5000] lowest gap=[4.0000]
field-canted: |m|=0.5000 nBG=1 rank=0 dimK=1 rankK=0 nA,nB=(1, 0)
   v=[2.7386] D=[] lowest gap=[2.0000]
canted ferri: |m|=1.2500 nBG=3 rank=2 dimK=3 rankK=2 nA,nB=(1, 1)
   v=[1.9843] D=[3.2787] lowest gap=[2.5000]
120 degree: |m|=0.0000 nBG=3 rank=0 dimK=3 rankK=0 nA,nB=(3, 0)
   v=[1.8371 1.8371 2.5981] D=[] lowest gap=[]
tetrahedral: |m|=0.0000 nBG=3 rank=0 dimK=3 rankK=0 nA,nB=(3, 0)
   v=[3.0179 3.1480 3.1480] D=[] lowest gap=[1.8475]
umbrella: |m|=1.7813 nBG=3 rank=2 dimK=3 rankK=2 nA,nB=(1, 1)
   v=[2.0118] D=[0.8236] lowest gap=[1.2187]
chiral Neel: |m|=0.0000 nBG=2 rank=0 dimK=2 rankK=0 nA,nB=(2, 0)
   v=[3.6284 3.6284] D=[] lowest gap=[]
tetra K=0: |m|=0.0000 nBG=3 rank=0 dimK=5 rankK=2 nA,nB=(3, 1)
   v=[2.5325 2.5325 2.6331] D=[0.9487] lowest gap=[]
chiral Neel along -x: v=[2.0284 2.0284]
3x3 S=1/2 ferro: max |ED - spin wave| = 1.3e-15 J
random system: dimK=6 rankK=4 nA=2 nB=2
120 state, Jx=1.2 J: max|X M1 X|=0.5196 J a, min eig M(ka=0.05)=-0.0152 J
EXAMPLE: SA=2.5 SB1=1.5 SB2=1.0, J_AB1=J_AB2=J_B1B2=1 J, J_AA=-0.5 J
S_B1 = [0.9922 0.0000 -1.1250]  S_B2 = [-0.9922 -0.0000 -0.1250]  m_z = rho_xy = 1.2500
angle from +z: B1 138.590 deg, B2 97.181 deg
A.B1=-2.81250 A.B2=-0.31250 B1.B2=-0.84375
k||x: Gxx=4.39062 Gyy=5.37500 Gzz=0.98438 Gxz=1.11618 J a^2
   Gxx-Gxz^2/Gzz=3.12500 J a^2; chi_zz=0.25000 1/J (field: 0.25000)
   v=1.9843 J a, D=3.2787 J a^2, D without Gxz=3.8864 (18.5 % high)
   ka=0.1: bands=[0.0323 0.1992 2.5289] J; D k^2=0.0328, v k=0.1984 J
   J=5.0 meV, a=4.0 A: v=6.029 km/s, D=262.3 meV A^2
k||y: Gxx=3.14062 Gyy=4.12500 Gzz=0.98438 Gxz=-0.12402 J a^2
   Gxx-Gxz^2/Gzz=3.12500 J a^2; chi_zz=0.25000 1/J (field: 0.25000)
   v=1.9843 J a, D=2.8723 J a^2, D without Gxz=2.8795 (0.2 % high)
   ka=0.1: bands=[0.0285 0.1984 2.5192] J; D k^2=0.0287, v k=0.1984 J
   J=5.0 meV, a=4.0 A: v=6.029 km/s, D=229.8 meV A^2
optical gap=2.5000 J = 12.50 meV
```
